# Setting the Disagreement Threshold for Learned Oxygen-Migration Barriers

Three reference calculations near one oxygen site gave a potential that failed on 48 of 49 unseen migration barriers, at a tolerance of 0.020 eV. After four more calculations it failed on none, and its largest barrier error was 0.0093 eV. Yet the largest calibrated disagreement on fresh migration bands was still 0.0080 eV, above the 0.005 eV at which further calculations are requested. Why could learning stop?

The threshold and the stopping rule answer different questions. The threshold, called $\theta$ here, asks whether one more calculation is worth its cost. Independent saddle data ask whether the barriers are right. This guide derives how to set $\theta$ and how many saddles the second question needs.

## The example surface

An oxygen atom hops along $x$ between two sites of a fluorite lattice, past 24 cations and 42 other oxygens. These neighbours are frozen, with random displacements of 0.015 Å per axis that differ between environments. The rough lattice constant, 5.1 Å, is that of cubic hafnia. The reference energy is a model, not an electronic-structure result:

$$V=\sum_{\rm cat}D(b^2-2b)+\sum_{\rm ox}B\,e^{-(r-R)/\ell}-c\Big[\sum_{\rm cat}e^{-(r-r_0)/\lambda}\Big]^{1/2},$$

with $b=e^{-a(r-r_0)}$, $D=3.0$ eV, $a=1.6$ Å$^{-1}$, $r_0=2.0$ Å, $B=0.5$ eV, $R=2.85$ Å, $\ell=0.35$ Å, $c=0.5$ eV and $\lambda=0.5$ Å. In the undisplaced lattice the site lies at $x=-0.903$ Å, the saddle at the midpoint $x=0$, and the barrier is 0.882 eV. This value belongs to the finite neighbour list; including neighbours out to 9 Å gives 0.914 eV. Displacements spread the held-out barriers from 0.586 to 1.222 eV.

The learned potential is $E(x)=\phi(x)\cdot w$, with 18 weights. They multiply a constant, seven powers of a decaying exponential of distance summed over the cations, seven such sums over the oxygens, and three quadratic products of cation sums, which are many-body terms. Algebra below is in atomic units; numbers are in eV and Å.

## What committee disagreement measures

Each calculation supplies an energy and three gradient components. Divide every datum, and its row of features or feature derivatives, by its noise width: 0.002 eV for energies and 0.02 eV/Å for gradients. With the scaled data $y$ and rows $\Phi$, the central fit minimises

$$\chi^2(w)=|y-\Phi w|^2+|w|^2/\tau^2 .$$

The last term is a Gaussian prior of width $\tau=5$ eV. Setting the derivative to zero gives

$$A\hat w=\Phi^{T}y,\qquad A=\Phi^{T}\Phi+\tau^{-2}I .$$

Because $\chi^2$ is quadratic, it equals its minimum plus $(w-\hat w)^TA(w-\hat w)$. The posterior density $e^{-\chi^2/2}$ is therefore Gaussian with covariance $A^{-1}$.

To make a committee member, add unit Gaussian noise $\xi$ to the scaled data, move the prior centre to $\tau\eta$ with $\eta$ also unit Gaussian, and refit:

$$A w_m=\Phi^{T}(y+\xi)+\eta/\tau .$$

Subtracting the central equation leaves $w_m-\hat w=A^{-1}(\Phi^T\xi+\eta/\tau)$. As $\xi$ and $\eta$ are independent, its covariance is

$$A^{-1}(\Phi^T\Phi+\tau^{-2}I)A^{-1}=A^{-1}.$$

The members are thus samples of the posterior. This rests on linearity in the weights and on perturbing the prior as well as the data. For neural networks it is at best an approximation.

At a configuration $x$, let $d_m=\phi\cdot(w_m-\hat w)$. The disagreement of $M$ members,

$$s^2=\frac1M\sum_{m=1}^{M}d_m^2,$$

estimates $v=\phi^TA^{-1}\phi$. In a test with the three starting calculations and a very large committee, the ratio of the two at the midpoint was 1.01.

## Calibrating the disagreement

The posterior width is an error estimate only if noise, prior and functional form are right. A single factor $\alpha$ repairs a common misjudgement of scale. Assume that the true error $e$ of the central fit is Gaussian with variance $\alpha^2v$ and independent of the members' fresh noise. Then

$$\left\langle\frac{e^2}{s^2}\right\rangle=\alpha^2v\left\langle\frac1{s^2}\right\rangle .$$

The variable $z=Ms^2/v$ is a sum of $M$ squared unit Gaussians, with density proportional to $z^{M/2-1}e^{-z/2}$. Using $\int_0^\infty z^{p-1}e^{-z/2}dz=2^p\Gamma(p)$,

$$\left\langle\frac1z\right\rangle=\frac{2^{M/2-1}\Gamma(M/2-1)}{2^{M/2}\Gamma(M/2)}=\frac{1}{2(M/2-1)}=\frac1{M-2}.$$

Hence $\langle1/s^2\rangle=M/[(M-2)v]$, and

$$\alpha^2=\frac{M-2}{M}\left\langle\frac{e^2}{s^2}\right\rangle .$$

For the 16 members used here the prefactor is 0.875. Without it, $\alpha$ would come out too large and the calibrated widths too wide, most of all for small committees, because accidental small values of $s$ weigh heavily in the average; for $M\le2$ the average diverges. Simulated committees with a true factor of 1.7 returned 1.704.

The average must use energies kept out of training. The example has 40, computed without noise at points scattered around straight paths. If their own noise is comparable with $s$, it inflates $\alpha$. All 40 points share one fit and one committee, so their ratios are correlated, and $\alpha$ scatters more than 40 independent ratios would suggest. It should be recomputed after every fit: here it rose from 0.446 to 1.056. A single factor also cannot correct a model that is overconfident in one region and cautious in another.

## Choosing a batch on a band

In each round, the current potential relaxes chains of images between the two sites, in fresh environments. Every image is a candidate for a reference calculation. Taking those with the largest $\alpha s$ would often select similar images, close together on one band or at matching places on several, that teach the same thing. The committee also supplies an estimate of the covariance needed to avoid this:

$$C_{ij}=\frac{\alpha^2}{M}\sum_m d_{mi}d_{mj}.$$

Suppose image $k$ is to be calculated with energy noise $\sigma$. Its result will be $f_k$ plus noise, where $f_i$ denotes the unknown error at image $i$. The best linear correction of $f_i$ uses the coefficient $\beta_i=C_{ik}/(C_{kk}+\sigma^2)$. The remaining covariance is

$$C_{ij}-\beta_jC_{ik}-\beta_iC_{jk}+\beta_i\beta_j(C_{kk}+\sigma^2).$$

Each of the last three terms has magnitude $C_{ik}C_{jk}/(C_{kk}+\sigma^2)$, two with a minus sign and one with a plus sign. Therefore

$$C_{ij}\;\rightarrow\;C_{ij}-\frac{C_{ik}C_{jk}}{C_{kk}+\sigma^2}.$$

The update needs no reference result, so a whole batch can be chosen before any calculation is run. For example, one energy at a point between site and midpoint lowers the initial posterior variance at the midpoint from 0.140 to 0.0031 eV², that is, the width from 0.37 to 0.056 eV. A complete refit with the extra datum reproduced this value in a test. Gradients, ignored in the update, reduce the variance further.

A small committee limits how far this can be taken. Its $M$ members span at most $M$ directions, and each nearly noiseless choice uses up one. For $k$ such choices fixed beforehand, the estimated remaining variance is on average only $(M-k)/M$ of its true value, or 0.75 for four choices and 16 members. Picking the images with the same members can add to this bias. Batches should therefore be much smaller than the committee, and the widths should be recomputed with fresh members after each refit.

A common factor $\alpha$ does not change which image is chosen first. It affects later choices through the ratio of $C$ to $\sigma^2$, and it decides when the largest remaining width falls below $\theta$.

## Where to put the threshold

**Lower limit.** For the chosen image itself, the update gives

$$C_{kk}\rightarrow\frac{C_{kk}\sigma^2}{C_{kk}+\sigma^2}<\sigma^2 .$$

With $\theta>\sigma$, an image once chosen cannot ask to be chosen again in the same batch. With $\theta<\sigma$ it can, and the money goes into averaging noise.

**Upper limit.** To first order, as shown below, the barrier error is the difference between the energy errors at the saddle and at the minimum. The standard deviation of a difference is at most the sum of the two standard deviations, hence at most $2\theta$ if both points satisfy the threshold. Asking that two standard deviations fit within the barrier tolerance $t$ gives $4\theta\le t$. Together,

$$\sigma<\theta\le t/4 .$$

Here $\sigma=0.002$ eV and $t=0.020$ eV, so $\theta=0.005$ eV sits at the upper end. If $t\le4\sigma$ the window is empty. The tolerance may still be reachable, because a fit pools many noisy energies and gradients, but only by averaging noise over more calculations or by making them less noisy. On this surface, fits to 60 calculations spread along the path, at the same noise, had a worst barrier error of typically 0.002 eV and met $t=0.006$ eV. The rule assumes a trustworthy $\alpha$, which is why it guides spending and does not certify barriers.

In the example each batch holds two to five images. The first closed at four, because the committee's estimate of the largest conditional width had then dropped below $\theta$. After refitting, the peak was nevertheless 0.0080 eV. Dividing by the new scale gives an uncalibrated $0.0080/1.056=0.0076$ eV; with the old scale it would have read $0.446\times0.0076=0.0034$ eV, below the threshold. The excess thus comes from recalibration: the first $\alpha$ had been too small for the new fit.

## Why errors at two points decide the barrier

Let the learned surface be $V+v$, where $v$ is its small error. At the true saddle $x_s$, let $H$ be the Hessian of $V$ and $g=\nabla v$. The learned saddle lies at $x_s+\delta$, where to leading order $H\delta+g=0$, so $\delta=-H^{-1}g$. The energy there is

$$V(x_s)+v(x_s)+g^T\delta+\tfrac12\delta^TH\delta+O(v^3).$$

Inserting $\delta$ turns the third term into $-g^TH^{-1}g$ and the fourth into $+\tfrac12g^TH^{-1}g$. The saddle energy therefore changes by

$$v(x_s)-\tfrac12g^TH^{-1}g+O(v^3).$$

A second-order correction to $\delta$ does not disturb this, because it multiplies $H\delta+g=0$. The same formula holds at the minimum. In a test with a smooth disturbance, halving its strength reduced the remainder by a factor of 7.90; a cubic law gives 8 in the limit of weak disturbance.

The expansion fails when a curvature approaches zero. At the ideal saddle the curvatures are $-5.16$, $3.55$ and $83.8$ eV/Å$^2$, so the soft sideways direction, not the hop direction, responds most to a given gradient error.

The argument can be reversed to correct a barrier. At a learned stationary point $\tilde x$, compute the reference energy and gradient $G$. The true stationary point is displaced by $-H^{-1}G$, and

$$V(x_s)\simeq V(\tilde x)-\tfrac12G^TH^{-1}G .$$

The learned Hessian may replace $H$, as the difference enters at third order. Two such calculations per environment, at saddle and minimum, reduced the rms barrier error from 0.0044 eV to below $10^{-5}$ eV, relative to the model reference. These evaluations were noiseless. With an independent noise of 0.002 eV in each energy, the corrected barrier would carry $\sqrt2\times0.002=0.0028$ eV. The correction is valuable for barriers that matter individually, but it cannot reveal a different, lower pass that the learned band missed.

## Deciding when to stop

For every held-out environment, search for the saddle twice, once on the learned surface and once on the reference surface. A saddle counts if the gradient vanishes and exactly one curvature is negative. The environment fails if either learned stationary point is not found or the barriers differ by more than $t$. Accept the model when all $n$ environments pass.

If a model fails on a fraction $p>\varepsilon$ of the environments met in use, it passes $n$ independent draws with probability

$$(1-p)^n<(1-\varepsilon)^n .$$

During learning the same set may be consulted up to $K$ times. Provided its results influence nothing except when to stop, the sequence of models that training would produce is independent of the set. The probability that at least one bad model in this sequence passes is at most the sum of the separate probabilities, $K(1-\varepsilon)^n$. Requiring this to be at most $\delta$ and taking logarithms gives

$$n\ge\frac{\ln(\delta/K)}{\ln(1-\varepsilon)},$$

where division by the negative $\ln(1-\varepsilon)$ has reversed the inequality.

With $\varepsilon=0.10$, $\delta=0.05$ and $K=8$, this is $5.075/0.1054=48.2$, hence 49 saddles. For a single look it would be 29. In simulations of eight successive bad models, each failing independently on 10% of environments, at least one was accepted in 4.4% of trials with 49 saddles and in 32% with 29. In the opposite limit, where all eight models fail on the same environments, repeated looks add no risk. The bound covers both cases.

The guarantee describes the procedure: it accepts a model with more than 10% failures in at most 5% of its uses. It is void if held-out failures are used to choose training data, or if later environments come from a different distribution.

## Reading the learning history

The first model's largest error among saddles it did find was 0.204 eV. Such a start is usually, but not invariably, inadequate: over 200 independent starts of the same size, the energy difference between the true minimum and the true saddle of the ideal lattice had a median error of 0.11 eV, and 8% were within tolerance. The start was made this small on purpose. Wider data near one site can suffice on this smooth model surface, but usually do not: most starts with eight calculations spread by 0.1 Å gave a first fit that failed on at least one of 49 fresh barriers.

Three of the four selected images lay within 0.5 Å of the midpoint along $x$, where the starting data were silent. In the accepted model, 47 of 49 barrier errors were within $2\alpha s$, with $s$ evaluated for the barrier itself. A further 60 environments, consulted once, gave no failures and a largest error of 0.0091 eV.

A control took four images at random from bands relaxed with the same first model. It also ended without failures, with a largest error of 0.0085 eV. One pair of runs cannot rank the two choices, because a random batch may happen to include the images that matter. Whether selection by disagreement pays must be judged over many independent starts.

The costs also deserve attention. Training took 7 calculations, but calibration took 40 and validation 49 complete reference saddle searches. The scheme pays when the potential will serve many more environments than that.

## From the model to a real barrier oxide

At an anneal of 673 K, $kT=0.058$ eV, and an error equal to the tolerance changes a hop rate by $e^{0.020/0.058}=1.41$. The leading tunnelling factor is 1.02, zero-point motion lowers the barrier by 0.014 eV, and a field of 1 MV/cm acting on a charge $2e$ shifts it by 0.018 eV over the model's site-to-saddle distance of 0.903 Å, nearly the whole tolerance. Over the ideal fluorite half-hop of 1.275 Å the shift would be 0.0255 eV, above the tolerance, before any local-field enhancement. The frozen lattice matters far more. With every neighbour on a rough spring of 15 eV/Å$^2$, the energy from site to midpoint becomes 1.124 eV. It rises because relaxation stabilises the site by 0.24 eV more than the midpoint; at 673 K this alone would slow the hop by a factor of about 65, before any change in the vibrational prefactor, which in a harmonic estimate with hafnium and oxygen masses grows by only a factor of about 1.9. This rise belongs to the model, whose neighbours feel only the hopping atom and their springs and relax by more than 1 eV at both points. It is 0.31 eV for springs of 10 eV/Å$^2$ and 0.02 eV for 60 eV/Å$^2$. It shows that relaxation matters, not its sign in a real oxide, where letting the bottleneck cations move apart can instead lower the barrier. Real hafnia films are often monoclinic or amorphous, and calculated vacancy barriers range very roughly from half an eV to above 2 eV with charge state and phase. The displacements of 0.015 Å are also far from typical: the same springs imply thermal amplitudes of $\sqrt{0.058/15}\approx0.06$ Å per axis. A production potential must therefore include moving neighbours, the relevant charge states and collective hops, and its held-out saddles must be drawn from that wider population. The small number of training calculations found here should not be carried over; the window for $\theta$ and the formula for $n$ can be, under their stated conditions.

## Calculated quantities

```
lattice constant 5.1 A, disorder 0.015 A per axis
neighbours: 24 cations, 42 oxygens; weights 18
Morse: depth 3.0 eV, rate 1.6 1/A, length 2.0 A
O-O: 0.5 eV at 2.85 A, decay 0.35 A
many-body: 0.5 eV, decay 0.5 A
noise: 0.002 eV, 0.02 eV/A; prior width 5.0 eV
members 16; tolerance 0.02 eV; selection threshold 0.005 eV
start: 3 calculations, spread 0.05 A; batch 2 to 5
200 starts: median barrier error 0.112 eV, within tolerance 0.080 (fraction)
eps 0.1, delta 0.05, looks 8: held-out saddles 49
calibration energies 40; audit saddles 60
ideal barrier 0.8822 eV; minimum at x = -0.903 A
ideal saddle curvatures [-5.16  3.55 83.8 ] eV/A^2
held-out barriers: mean 0.898 eV, range 0.586 to 1.222 eV
active: calcs, alpha, peak alpha*s (eV), failures, worst found error (eV)
    3    0.446     0.1981   48     0.2039
    7    1.056     0.0080    0     0.0093
random control: same columns
    3    0.446     0.1981   48     0.2039
    7    0.645     0.0089    0     0.0085
active images with |x| < 0.5 A: 0.75 (fraction)
accepted model: rms barrier error 4.356 meV
one-shot corrected rms error 0.00084 meV
held-out errors within 2 alpha*s: 0.96 (fraction)
audit failures 0 of 60; worst found error 9.09 meV
committee/posterior variance ratio 1.0096
variance at midpoint: before 1.3977e-01, after 3.1084e-03 eV^2
simulated alpha 1.704, true 1.7
remainder ratio on halving the disturbance 7.90
false acceptance: 0.0442 with n = 49
false acceptance: 0.3203 with one-look n = 29
temperature 673 K, kT 0.0580 eV
rate factor of the tolerance 1.412
barrier with neighbours on 15 eV/A^2 springs 1.124 eV
zero-point change of barrier -0.0144 eV
leading tunnelling factor 1.0167
barrier shift at 1 MV/cm, charge 2e: 0.0181 eV
```
